# Small-Tip Fourier Excitation Profiles and Their Failure for Sinc Pulses: test program

```python
"""Small-tip excitation and its failure for a truncated sinc pulse.

Result under test, for Bloch equations without relaxation, dM/dt = gamma M x B:
    M+(T/2) = i M0 exp(-i Omega T/2) F(Omega) + higher orders in the pulse,
    F(Omega) = integral of omega1(t) exp(i Omega t) dt over -T/2 < t < T/2.
M+ = Mx + i My; omega1 = gamma B1 (complex, rad/s); Omega = offset (rad/s);
T = duration; theta = integral of omega1; area A = integral of |omega1|.
Magnetization is in units of its equilibrium value M0.
The centred profile is r = M+(T/2) exp(i Omega T/2) / i, so r = F at first order.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, simpson, solve_ivp
from scipy.special import sici

gamma = constants.physical_constants["proton gyromag. ratio"][0]
T = 4.0e-3
bandwidth = 1500.0
W = np.pi * bandwidth
si_end = sici(W * T / 2)[0]
steps = 4000
dt = T / steps
t_mid = -T / 2 + (np.arange(steps) + 0.5) * dt
freq = np.linspace(0.0, 2500.0, 501)
omega = 2 * np.pi * freq


def sinc_pulse(t, theta):
    peak = theta * W / (2 * si_end)
    return peak * np.sinc(W * t / np.pi)


def transform_formula(offset, theta):
    plus = sici((W + offset) * T / 2)[0]
    minus = sici((W - offset) * T / 2)[0]
    return theta * (plus + minus) / (2 * si_end)


def rotate_spins(pulse_values, offset):
    """Product of finite rotations, carried by a two-component spinor."""
    up = np.ones(len(offset), complex)
    down = np.zeros(len(offset), complex)
    for w1 in pulse_values:
        size = np.maximum(np.sqrt(abs(w1) ** 2 + offset ** 2), 1e-30)
        c = np.cos(size * dt / 2)
        s = 1j * np.sin(size * dt / 2) / size
        up, down = ((c + s * offset) * up + s * np.conj(w1) * down,
                    s * w1 * up + (c - s * offset) * down)
    return 2 * np.conj(up) * down, abs(up) ** 2 - abs(down) ** 2


def integrate_bloch(pulse, offset):
    """Direct integration of the three real Bloch equations."""
    def rate(t, m):
        w = complex(pulse(t))
        return [m[1] * offset - m[2] * w.imag,
                m[2] * w.real - m[0] * offset,
                m[0] * w.imag - m[1] * w.real]
    return solve_ivp(rate, (-T / 2, T / 2), [0.0, 0.0, 1.0], method="DOP853",
                     rtol=1e-10, atol=1e-12, max_step=T / 200,
                     dense_output=True)


def full_width(profile, level):
    """Twice the outermost offset at which the profile falls through level."""
    k = np.where(profile > level)[0][-1]
    part = (profile[k] - level) / (profile[k] - profile[k + 1])
    return 2 * (freq[k] + part * (freq[k + 1] - freq[k]))


# Asymmetric chirped pulse: Fourier sign and exact integral relation
def chirped(t, amplitude):
    envelope = np.cos(np.pi * t / T) ** 2 * (1 + 1.6 * t / T)
    return amplitude * envelope * np.exp(1j * (2 * np.pi * 300 * t + 2e5 * t**2))


t_fine = np.linspace(-T / 2, T / 2, 4001)
test_offset = -2 * np.pi * 400.0
for amplitude in (10.0, 1500.0):
    sol = integrate_bloch(lambda t: chirped(t, amplitude), test_offset)
    m_plus = sol.y[0, -1] + 1j * sol.y[1, -1]
    kernel = chirped(t_fine, amplitude) * np.exp(1j * test_offset * t_fine)
    front = 1j * np.exp(-1j * test_offset * T / 2)
    mz_history = sol.sol(t_fine)[2]
    exact_relation = front * simpson(kernel * mz_history, x=t_fine)
    assert abs(exact_relation - m_plus) < 1e-6
    if amplitude == 10.0:
        small_area = simpson(abs(kernel), x=t_fine)
        linear = front * simpson(kernel, x=t_fine)
        assert abs(linear) > 0.3 * small_area
        assert abs(linear - m_plus) < small_area - np.sin(small_area) + 1e-8

# Closed form of the sinc transform against quadrature
for f_test in (0.0, 400.0, 750.0, 1300.0):
    w_test = 2 * np.pi * f_test
    number = 2 * quad(lambda t: sinc_pulse(t, 1.0) * np.cos(w_test * t),
                      0, T / 2, limit=200, epsabs=1e-11)[0]
    assert abs(number - transform_formula(w_test, 1.0)) < 1e-8

# Full solutions for several tips
tips = (10, 15, 30, 60, 90, 180)
centred, mz = {}, {}
for deg in tips:
    m_plus, mz[deg] = rotate_spins(sinc_pulse(t_mid, np.radians(deg)), omega)
    centred[deg] = m_plus * np.exp(1j * omega * T / 2) / 1j
    assert abs(centred[deg][0] - np.sin(np.radians(deg))) < 1e-5
    assert abs(mz[deg][0] - np.cos(np.radians(deg))) < 1e-5

# Rotation product against direct integration, off resonance
k500 = int(np.argmin(abs(freq - 500.0)))
for deg in (90, 180):
    end = integrate_bloch(lambda t: sinc_pulse(t, np.radians(deg)),
                          omega[k500]).y[:, -1]
    r_end = (end[0] + 1j * end[1]) * np.exp(1j * omega[k500] * T / 2) / 1j
    assert abs(r_end - centred[deg][k500]) < 2e-5
    assert abs(end[2] - mz[deg][k500]) < 2e-5

# Cubic term for unit tip, from the running transform
kernel = sinc_pulse(t_mid, 1.0)[:, None] * np.exp(1j * np.outer(t_mid, omega))
running = (np.cumsum(kernel, axis=0) - 0.5 * kernel) * dt
cubic = -0.5 * np.sum(kernel * abs(running) ** 2, axis=0) * dt
unit_F = transform_formula(omega, 1.0)
assert abs(cubic[0] + 1 / 6) < 1e-5

area_ratio = 2 * quad(lambda t: abs(sinc_pulse(t, 1.0)), 0, T / 2,
                      points=[1 / bandwidth, 2 / bandwidth])[0]
error1, error3, bound = {}, {}, {}
for deg in tips:
    theta = np.radians(deg)
    error1[deg] = np.max(abs(centred[deg] - theta * unit_F))
    error3[deg] = np.max(abs(centred[deg] - theta * unit_F - theta**3 * cubic))
    A = area_ratio * theta
    bound[deg] = A - np.sin(A) if A <= np.pi else np.pi + 2 * (A - np.pi)
    assert error1[deg] <= bound[deg]
order1 = np.log2(error1[30] / error1[15])
order3 = np.log2(error3[30] / error3[15])
assert abs(order1 - 3) < 0.1
assert abs(order3 - 5) < 0.2

# Response at small offset, all orders in the pulse
tau = {}
for deg in (90, 180):
    theta = np.radians(deg)
    running_tip = theta * (si_end + sici(W * t_fine)[0]) / (2 * si_end)
    tau[deg] = simpson(np.sin(running_tip), x=t_fine)
near = 2 * np.pi * np.array([-1.0, 1.0])
m90, _ = rotate_spins(sinc_pulse(t_mid, np.pi / 2), near)
slope_time = -np.angle(m90[1] / m90[0]) / (near[1] - near[0])
t_rephase = tau[90]
assert abs(slope_time / t_rephase - 1) < 1e-3
m180, _ = rotate_spins(sinc_pulse(t_mid, np.pi), near)
assert abs(abs(m180[1]) / near[1] / tau[180] - 1) < 1e-3

# Mirror symmetry of the profile for a real pulse
pair, pair_z = rotate_spins(sinc_pulse(t_mid, np.pi / 2),
                            np.array([-omega[k500], omega[k500]]))
assert abs(abs(pair[0]) - abs(pair[1])) < 1e-9
assert abs(pair_z[0] - pair_z[1]) < 1e-9

F90, F180 = unit_F * np.pi / 2, unit_F * np.pi
print(f"proton gamma = {gamma:.5e} rad/(s T)")
print(f"pulse duration T = {T*1e3:.3f} ms; nominal bandwidth = {bandwidth:.0f} Hz")
print(f"half bandwidth W = {W:.2f} rad/s; Si(W T/2) = {si_end:.5f}")
print(f"absolute area / nominal tip = {area_ratio:.4f}")
for deg in (90, 180):
    peak = sinc_pulse(0.0, np.radians(deg))
    print(f"{deg} deg: peak omega1 = {peak:.1f} rad/s; "
          f"peak B1 = {peak/gamma*1e6:.3f} microtesla")
print("Errors of r, maximum over offsets 0 to 2500 Hz, units of M0:")
print("tip/deg  linear r(0)  exact r(0)  linear err  cubic err  bound")
for deg in tips:
    print(f"{deg:5d} {np.radians(deg):11.5f} {centred[deg][0].real:11.5f}"
          f" {error1[deg]:11.6f} {error3[deg]:11.6f} {bound[deg]:9.5f}")
print(f"observed error order: linear {order1:.3f}, with cubic term {order3:.3f}")
print("Full widths at half height:")
print(f"linear profile F/theta: {full_width(unit_F, 0.5):.1f} Hz")
print(f"90 deg |M+|, exact: {full_width(abs(centred[90]), 0.5):.1f} Hz")
print(f"90 deg |sin F|, repair: {full_width(abs(np.sin(F90)), 0.5):.1f} Hz")
print(f"180 deg (1-Mz)/2, exact: {full_width((1-mz[180])/2, 0.5):.1f} Hz")
print(f"180 deg (1-cos F)/2, repair: {full_width((1-np.cos(F180))/2, 0.5):.1f} Hz")
shape_error = abs(abs(centred[90]) - abs(unit_F))
k = int(np.argmax(shape_error))
print(f"90 deg: largest | |M+| - |F|/theta | = {shape_error[k]:.4f}"
      f" at {freq[k]:.0f} Hz")
print(f"90 deg rephasing time: {t_rephase*1e3:.4f} ms; T/2 = {T/2*1e3:.4f} ms")
print(f"90 deg rephasing time from exact phase slope: {slope_time*1e3:.4f} ms")
print(f"180 deg tau = {tau[180]*1e3:.4f} ms")
band = freq <= bandwidth / 2
mean_exact = simpson(mz[180][band], x=freq[band]) / (bandwidth / 2)
mean_guess = simpson(np.cos(F180[band]), x=freq[band]) / (bandwidth / 2)
print(f"180 deg mean Mz/M0 within +-750 Hz: exact {mean_exact:.4f},"
      f" repair {mean_guess:.4f}")
k = int(np.argmax(np.where(band, abs(centred[180]), 0)))
print(f"180 deg largest |M+|/M0 within +-750 Hz: {abs(centred[180][k]):.4f}"
      f" at {freq[k]:.0f} Hz")
print("Profiles (M in units of M0; ph1, ph2 = 90 deg phase in degrees")
print("after rephasing for T/2 and for the 90 deg rephasing time):")
print("f/Hz  F/theta |M+|90 |sinF|90   ph1     ph2   Mz180  cosF180 |M+|180")
for f in (0, 50, 100, 250, 400, 500, 650, 750, 850, 1000, 1250):
    k = int(np.argmin(abs(freq - f)))
    r = centred[90][k]
    ph1 = np.degrees(np.angle(r))
    ph2 = np.degrees(np.angle(r * np.exp(1j * omega[k] * (t_rephase - T / 2))))
    print(f"{freq[k]:4.0f} {unit_F[k]:8.4f} {abs(r):7.4f}"
          f" {abs(np.sin(F90[k])):7.4f} {ph1:8.2f} {ph2:7.2f}"
          f" {mz[180][k]:8.4f} {np.cos(F180[k]):8.4f}"
          f" {abs(centred[180][k]):7.4f}")
print("tests ok")
```

Output:

```
proton gamma = 2.67522e+08 rad/(s T)
pulse duration T = 4.000 ms; nominal bandwidth = 1500 Hz
half bandwidth W = 4712.39 rad/s; Si(W T/2) = 1.67476
absolute area / nominal tip = 1.5180
90 deg: peak omega1 = 2209.9 rad/s; peak B1 = 8.261 microtesla
180 deg: peak omega1 = 4419.9 rad/s; peak B1 = 16.521 microtesla
Errors of r, maximum over offsets 0 to 2500 Hz, units of M0:
tip/deg  linear r(0)  exact r(0)  linear err  cubic err  bound
   10     0.17453     0.17365    0.001175    0.000003   0.00309
   15     0.26180     0.25882    0.003952    0.000023   0.01038
   30     0.52360     0.50000    0.031096    0.000743   0.08109
   60     1.04720     0.86603    0.232904    0.022917   0.58985
   90     1.57080     1.00000    0.705280    0.163889   1.69771
  180     3.14159    -0.00000    3.268330    3.858520   6.39645
observed error order: linear 2.976, with cubic term 4.993
Full widths at half height:
linear profile F/theta: 1475.1 Hz
90 deg |M+|, exact: 1485.4 Hz
90 deg |sin F|, repair: 1565.2 Hz
180 deg (1-Mz)/2, exact: 1112.5 Hz
180 deg (1-cos F)/2, repair: 1475.1 Hz
90 deg: largest | |M+| - |F|/theta | = 0.1086 at 920 Hz
90 deg rephasing time: 2.1501 ms; T/2 = 2.0000 ms
90 deg rephasing time from exact phase slope: 2.1501 ms
180 deg tau = 0.6849 ms
180 deg mean Mz/M0 within +-750 Hz: exact -0.3996, repair -0.8932
180 deg largest |M+|/M0 within +-750 Hz: 0.9999 at 555 Hz
Profiles (M in units of M0; ph1, ph2 = 90 deg phase in degrees
after rephasing for T/2 and for the 90 deg rephasing time):
f/Hz  F/theta |M+|90 |sinF|90   ph1     ph2   Mz180  cosF180 |M+|180
   0   1.0000  1.0000  1.0000     0.00    0.00  -1.0000  -1.0000  0.0000
  50   0.9879  0.9998  0.9998    -2.56    0.14  -0.9778  -0.9993  0.2097
 100   0.9558  0.9971  0.9976    -4.36    1.04  -0.9214  -0.9904  0.3887
 250   0.8689  0.9765  0.9789    -4.31    9.20  -0.8002  -0.9163  0.5997
 400   0.9744  0.9980  0.9992    -5.06   16.55  -0.8292  -0.9968  0.5589
 500   1.0407  0.9999  0.9980   -12.29   14.72  -0.4396  -0.9918  0.8982
 650   0.8084  0.8638  0.9551   -19.51   15.61   0.7406  -0.8243  0.6719
 750   0.4532  0.4654  0.6533   -15.92   24.60   0.9970   0.1465  0.0768
 850   0.1199  0.0349  0.1873   -11.59   34.32   0.8373   0.9299  0.5468
1000  -0.0704  0.1584  0.1104   171.25 -134.72   0.8848   0.9756  0.4660
1250   0.0337  0.0388  0.0530    -6.43   61.09   0.9999   0.9944  0.0163
tests ok
```
